\section*{Bales–Zangwill meandering of growing steps fed from the lower terrace, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the terrace problem to the growth rate}

\subsection{The length of a simulation cell}

Anyone who simulates growth on a stepped surface, whether by kinetic Monte Carlo or with a phase field, must choose the length $L$ of the periodic cell along the steps. The cell admits only ripples with wavenumber $q=2\pi m/L$, where $m$ is an integer. If the surface has an instability whose shortest growing wavelength exceeds $L$, the simulated steps stay straight, apart from thermal fluctuations, however long the run lasts, and the straightness is a property of the cell. The choice of $L$ therefore requires the growth rate of a ripple as a function of its wavelength. This section derives that rate for steps that take up adatoms from one side, a case known as the Bales--Zangwill instability.

A single step with infinite terraces and no loss of adatoms has no steady speed, because its catchment area is unbounded. The definite problem treated here is a regular train of parallel steps. The surface descends in the direction $+y$, and the mean steps run along $x$. Step $n$ lies at $y=\zeta_n(x,t)$. Its upper terrace is on the side of smaller $y$ and its lower terrace on the side of larger $y$, bounded by the next step down, $\zeta_{n+1}$. The mean spacing is $l$. Growth moves every step towards $+y$.

Atoms arrive with flux $F$, in atoms per area and time. On the terraces they form a dilute gas of adatoms with density $c(x,y,t)$ and diffusion coefficient $D$. The assumptions are these:
\begin{itemize}
\item No adatom desorbs, and no island nucleates on a terrace.
\item A step exchanges adatoms with its lower terrace so fast that the density there has its local equilibrium value.
\item A step exchanges nothing with its upper terrace. An adatom that reaches a descending edge is reflected.
\item Atoms do not move along the step edge. This restriction is lifted in the second half.
\item The adatom density adjusts to the step positions much faster than these change.
\end{itemize}

The last assumption can be put in numbers. A density disturbance on a terrace of width $l$, held at a fixed value on one side and reflected on the other, decays at a rate of at least $\pi^2D/(4l^2)$, the rate of its slowest mode, a quarter of a sine wave. The steps move at a speed $v$, which will turn out to be $\Omega Fl$, where $\Omega$ is the area per atom in a layer. The time to cross one terrace is then $1/(\Omega F)$. The density follows the steps when
\begin{equation}
\frac{\Omega F l^2}{D}=\frac{vl}{D}\ll 1 .
\label{eq:quasi}
\end{equation}
Under this condition the time derivative in the diffusion equation may be dropped, and
\begin{equation}
D\nabla^2c+F=0
\label{eq:diff}
\end{equation}
holds on each terrace at each instant.

\subsection{Stiffness and the density at a bent step}

A bent step has more energy than a straight one. Let $\gamma(\theta)$ be the free energy per length of a step whose direction makes the angle $\theta$ with the $x$ axis. With $p=\partial\zeta/\partial x=\tan\theta$, the length element is $\sqrt{1+p^2}\,dx$, and the energy of the step is
\begin{equation}
E=\int f(p)\,dx,\qquad f(p)=\gamma(\theta)\sqrt{1+p^2},\qquad \theta=\arctan p .
\label{eq:energy}
\end{equation}
Displace the step by a small $\delta\zeta(x)$. The change of energy, after one integration by parts with periodic ends, is
\begin{equation}
\delta E=\int f'(p)\,\frac{\partial\,\delta\zeta}{\partial x}\,dx
=-\int f''(p)\,\frac{\partial^2\zeta}{\partial x^2}\,\delta\zeta\,dx .
\label{eq:vary}
\end{equation}
The second derivative of $f$ follows from $d\theta/dp=1/(1+p^2)$. The first derivative is
\begin{equation}
f'=\frac{\gamma'}{1+p^2}\sqrt{1+p^2}+\frac{\gamma p}{\sqrt{1+p^2}}
=\frac{\gamma'+\gamma p}{\sqrt{1+p^2}},
\end{equation}
where primes on $\gamma$ denote derivatives with respect to $\theta$. Differentiating once more gives
\begin{align}
f''&=\frac{1}{\sqrt{1+p^2}}\left[\frac{\gamma''+\gamma'p}{1+p^2}+\gamma\right]
-\frac{(\gamma'+\gamma p)\,p}{(1+p^2)^{3/2}}\nonumber\\
&=\frac{\gamma''+\gamma'p+\gamma(1+p^2)-\gamma'p-\gamma p^2}{(1+p^2)^{3/2}}
=\frac{\gamma+\gamma''}{(1+p^2)^{3/2}} .
\label{eq:fpp}
\end{align}
The combination $\tilde\gamma=\gamma+\gamma''$ is the step stiffness. It differs from the line energy because bending changes both the length of the step and its orientation.

The displacement $\delta\zeta$ adds an area $\int\delta\zeta\,dx$ to the upper layer, which takes $\int\delta\zeta\,dx/\Omega$ atoms. The energy per added atom, measured from that of a straight step, is therefore
\begin{equation}
\mu=\Omega\tilde\gamma\kappa,\qquad
\kappa=-\frac{\partial^2\zeta/\partial x^2}{\left[1+(\partial\zeta/\partial x)^2\right]^{3/2}} .
\label{eq:mu}
\end{equation}
The curvature $\kappa$ is positive where the step bulges into its lower terrace.

A dilute adatom gas has chemical potential $kT\ln(c/c_{\rm eq})$ on the same scale, where $c_{\rm eq}$ is the density in equilibrium with a straight step. Equating it to $\mu$ gives $c=c_{\rm eq}\exp(\Omega\tilde\gamma\kappa/kT)$. For gentle bending the exponential may be expanded:
\begin{equation}
c=c_{\rm eq}(1+\Gamma\kappa)\quad\text{at } y=\zeta_n,\qquad
\Gamma=\frac{\Omega\tilde\gamma}{kT},\qquad |\Gamma\kappa|\ll1 .
\label{eq:gt}
\end{equation}
This is the Gibbs--Thomson condition. Atoms leave a bulge more readily than a straight step, so the density in front of the bulge is higher. The length $\Gamma$ measures the strength of the effect.

\subsection{Motion of the step}

The unit normal of step $n$ that points into its lower terrace is $(-\partial_x\zeta_n,\,1)/\sqrt{1+(\partial_x\zeta_n)^2}$. Adatoms diffuse down the density gradient, so the number that reaches the step per length and time from this terrace is $+D\,\partial c/\partial n$: a density that rises away from the step drives atoms towards it. Each atom adds the area $\Omega$. The normal speed is thus $\Omega D\,\partial c/\partial n$. The adatoms that the moving step sweeps up have been left out, which is allowed for $\Omega c\ll1$.

At fixed $x$ the step advances faster than along its normal, by the factor $\sqrt{1+(\partial_x\zeta_n)^2}$. This factor cancels the denominator of the normal vector, and
\begin{equation}
\frac{\partial\zeta_n}{\partial t}=\Omega D\left[\frac{\partial c}{\partial y}
-\frac{\partial\zeta_n}{\partial x}\frac{\partial c}{\partial x}\right]_{y=\zeta_n}.
\label{eq:kin}
\end{equation}
The far edge of the same terrace reflects, so the normal derivative vanishes there:
\begin{equation}
\left[\frac{\partial c}{\partial y}-\frac{\partial\zeta_{n+1}}{\partial x}
\frac{\partial c}{\partial x}\right]_{y=\zeta_{n+1}}=0 .
\label{eq:reflect}
\end{equation}
Equations \eqref{eq:diff}, \eqref{eq:gt}, \eqref{eq:kin} and \eqref{eq:reflect} are the complete model.

\subsection{Straight steps}

From here on, $y$ is measured from the mean position of step $n$. For straight steps the density $c_0$ depends on $y$ alone, and \eqref{eq:diff} reads $c_0''=-F/D$. One integration with $c_0'(l)=0$ gives the gradient, and a second with $c_0(0)=c_{\rm eq}$ gives the density:
\begin{equation}
c_0'(y)=\frac{F}{D}(l-y),\qquad
c_0(y)=c_{\rm eq}+\frac{F}{D}\left(ly-\frac{y^2}{2}\right).
\label{eq:base}
\end{equation}
The speed of the train follows from \eqref{eq:kin}:
\begin{equation}
v=\Omega D\,c_0'(0)=\Omega Fl .
\label{eq:speed}
\end{equation}
Every atom that lands on the terrace ends in the step behind it. The density is highest at the reflecting edge, where it exceeds $c_{\rm eq}$ by $Fl^2/(2D)$.

\subsection{Slightly bent steps}

Let every step carry a small ripple of the same wavenumber $q>0$, shifted by a phase $\phi$ from one step to the next:
\begin{equation}
\zeta_n=nl+vt+\varepsilon\,e^{iqx+in\phi+\omega t}.
\label{eq:ripple}
\end{equation}
The real part is understood, which is safe because all equations will be linear in $\varepsilon$. A positive real part of $\omega$ means growth. Take $n=0$ and abbreviate $e=e^{iqx+\omega t}$. The terrace then extends from $y=\varepsilon e$ to $y=l+\varepsilon e\,e^{i\phi}$, and its density is written as
\begin{equation}
c=c_0(y)+\varepsilon\,c_1(y)\,e .
\label{eq:c1def}
\end{equation}
Since $c_0$ already accounts for the flux, \eqref{eq:diff} leaves
\begin{equation}
c_1''=q^2c_1 .
\label{eq:c1ode}
\end{equation}

The boundary conditions hold on the bent edges. A Taylor expansion carries them to the straight lines $y=0$ and $y=l$. To first order the curvature in \eqref{eq:mu} is $\kappa=-\partial_x^2\zeta=q^2\varepsilon e$. The variation of $\tilde\gamma$ with orientation would multiply $\kappa$ by a further small quantity, so $\tilde\gamma$ is taken at the mean direction. The left side of \eqref{eq:gt} becomes
\begin{equation}
c(\varepsilon e)=c_0(0)+c_0'(0)\,\varepsilon e+c_1(0)\,\varepsilon e
=c_{\rm eq}+c_{\rm eq}\Gamma q^2\varepsilon e .
\end{equation}
With $c_0'(0)=Fl/D$ this gives
\begin{equation}
c_1(0)=c_{\rm eq}\Gamma q^2-\frac{Fl}{D}.
\label{eq:bc0}
\end{equation}
In \eqref{eq:reflect} the second term is a product of two first-order quantities, because $c_0$ does not depend on $x$. It drops out. The first term gives
\begin{equation}
c_0'(l)+c_0''(l)\,\varepsilon e\,e^{i\phi}+c_1'(l)\,\varepsilon e=0
\quad\Rightarrow\quad c_1'(l)=\frac{F}{D}\,e^{i\phi},
\label{eq:bcl}
\end{equation}
since $c_0'(l)=0$ and $c_0''=-F/D$. In the same way \eqref{eq:kin} becomes
\begin{equation}
v+\omega\,\varepsilon e=\Omega D\left[c_0'(0)+c_0''(0)\,\varepsilon e+c_1'(0)\,\varepsilon e\right]
\quad\Rightarrow\quad \omega=\Omega D\,c_1'(0)-\Omega F .
\label{eq:omegac1}
\end{equation}

The general solution of \eqref{eq:c1ode} is $c_1=A\cosh qy+B\sinh qy$, with $A=c_1(0)$ and $qB=c_1'(0)$. Condition \eqref{eq:bcl} reads $qA\sinh ql+qB\cosh ql=(F/D)e^{i\phi}$. Division by $\cosh ql$ yields
\begin{equation}
c_1'(0)=qB=\frac{F}{D}\frac{e^{i\phi}}{\cosh ql}-q\,c_1(0)\tanh ql .
\label{eq:slope}
\end{equation}
Inserting \eqref{eq:bc0} and \eqref{eq:slope} into \eqref{eq:omegac1} gives the dispersion relation
\begin{equation}
\omega=\Omega F\left[ql\tanh ql-1+\frac{e^{i\phi}}{\cosh ql}\right]
-\Omega Dc_{\rm eq}\Gamma\,q^3\tanh ql .
\label{eq:disp}
\end{equation}

\subsection{What each term does}

The term $ql\tanh ql$ comes from the part $-Fl/D$ of \eqref{eq:bc0}. A bulge reaches into a region where the density would exceed $c_{\rm eq}$. The step pulls it down to $c_{\rm eq}$, which steepens the gradient in front of the bulge and draws in atoms from the sides. The term $-1$ acts against this: the base gradient \eqref{eq:base} decreases with $y$, because less of the terrace lies ahead of an advanced point. The third term describes the next step. Where that step has moved away, the catchment area is larger, and diffusion passes the gain on with the factor $1/\cosh ql$. The last term is the stiffness. It is negative for every $q>0$, since a bulge holds a higher density in front of itself and so loses atoms to the hollows.

For $q\to0$ the relation reduces to $\omega=\Omega F(e^{i\phi}-1)$. The same result follows without any diffusion problem. A straight step collects all atoms from the terrace ahead, so $d\zeta_n/dt=\Omega F(\zeta_{n+1}-\zeta_n)$, and the ansatz \eqref{eq:ripple} with $q=0$ gives this $\omega$. Its real part $-\Omega F(1-\cos\phi)$ is negative unless $\phi=0$. Capture from the lower terrace thus evens out the spacing of straight steps: a step with a wide terrace ahead runs faster and narrows it.

For general $q$ the phase enters the real part of \eqref{eq:disp} through $\cos\phi/\cosh ql$ alone. The growth rate at given $q$ is therefore largest for $\phi=0$, when all steps bend in parallel. The imaginary part, $\Omega F\sin\phi/\cosh ql$, vanishes in that case, so the parallel ripple grows or decays in place relative to the moving train.

This has a direct use for the simulation cell. A periodic cell that contains $N$ steps admits the phases $\phi=2\pi k/N$ with integer $k$, and $\phi=0$ is among them even for $N=1$. The number of steps does not decide whether the fastest meander can appear. The length along the steps does.

\section{Selected wavelength, cause and limits}

\subsection{Results carried over}

The steps descend towards $+y$ with spacing $l$ and advance at the speed $v=\Omega Fl$. Here $F$ is the deposition flux, $\Omega$ the area per atom, $D$ the terrace diffusion coefficient, $c_{\rm eq}$ the adatom density at a straight step, and $\Gamma=\Omega\tilde\gamma/kT$ the capillary length set by the stiffness $\tilde\gamma$. A ripple of wavenumber $q$ changes as $e^{\omega t}$, with $\omega$ given by \eqref{eq:disp}. Ripples that are in phase on all steps grow fastest, and from here on $\phi=0$. With
\begin{equation}
x=ql,\qquad S=\frac{Dc_{\rm eq}\Gamma}{Fl^3},
\label{eq:S}
\end{equation}
the relation becomes
\begin{equation}
\frac{\omega}{\Omega F}=g(x)-S\,x^3\tanh x,\qquad
g(x)=x\tanh x+\frac{1}{\cosh x}-1 .
\label{eq:scaled}
\end{equation}

The growth rate of a small ripple is now known for steps that capture adatoms only from their lower terraces, and it is largest when all steps bend in parallel. It remains to find which wavelengths grow and which grows fastest, and what this means for the length of the simulation cell.
